# Spin-orbit coupling of xy and x2-y2 orbitals and the magnetic axis: a program that tests the result

```python
"""
Result under test: spin-orbit coupling xi L.S between an occupied and an empty
state built from the d orbitals xy and x2-y2 changes the energy by
    same spin:      -(xi^2/gap) cos^2(theta)   (favors magnetization along z)
    opposite spin:  -(xi^2/gap) sin^2(theta)   (favors the xy plane)
theta : angle between the spin axis n and z;  xi : spin-orbit energy
Delta : level of x2-y2 above xy;  X : exchange splitting (majority lower)
K = E(n in plane) - E(n along z); K > 0 means easy axis z.
Energies are in eV inside the program; hbar = 1 for L and S.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

# ---------- orbital angular momentum from differentiation and integration
x, y, z = sp.symbols("x y z", real=True)
names = ["xy", "x2-y2", "xz", "yz", "z2"]
orbitals = [sp.sqrt(15) * x * y, sp.sqrt(15) * (x**2 - y**2) / 2,
            sp.sqrt(15) * x * z, sp.sqrt(15) * y * z,
            sp.sqrt(5) * (2 * z**2 - x**2 - y**2) / 2]


def sphere_mean(expr):
    """Exact average of a polynomial over the unit sphere."""
    total = sp.Integer(0)
    for (a, b, c), coef in sp.Poly(sp.expand(expr), x, y, z).terms():
        if a % 2 == 0 and b % 2 == 0 and c % 2 == 0:
            total += (coef * sp.factorial2(a - 1) * sp.factorial2(b - 1)
                      * sp.factorial2(c - 1) / sp.factorial2(a + b + c + 1))
    return sp.simplify(total)


def rotate_derivative(f, axis):
    """(r x grad) f along one axis; L = -i times this."""
    p, q = [(y, z), (z, x), (x, y)][axis]
    return p * sp.diff(f, q) - q * sp.diff(f, p)


overlap = np.array([[float(sphere_mean(f * g)) for g in orbitals]
                    for f in orbitals])
assert np.allclose(overlap, np.eye(5), atol=1e-12)
L = np.array([[[-1j * float(sphere_mean(f * rotate_derivative(g, axis)))
                for g in orbitals] for f in orbitals] for axis in range(3)])

# ---------- the same matrices from ladder operators, m = 2,1,0,-1,-2
m = np.arange(2, -3, -1)
raising = np.zeros((5, 5), complex)
for col in range(1, 5):
    raising[col - 1, col] = np.sqrt(6 - m[col] * (m[col] + 1))
lowering = raising.conj().T
L_m = [(raising + lowering) / 2, (raising - lowering) / 2j, np.diag(m)]
r = 1 / np.sqrt(2)
to_real = np.array([[-1j * r, 0, 0, 0, 1j * r], [r, 0, 0, 0, r],
                    [0, -r, 0, r, 0], [0, 1j * r, 0, 1j * r, 0],
                    [0, 0, 1, 0, 0]]).T
for axis in range(3):
    ladder_result = to_real.conj().T @ L_m[axis] @ to_real
    assert np.allclose(L[axis], ladder_result, atol=1e-12)
assert np.allclose(L[:, 0, 1], [0, 0, 2j], atol=1e-12)
assert np.allclose([np.diag(L[a]) for a in range(3)], 0, atol=1e-12)

# ---------- spin, Hamiltonian and total energy
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_pair = L[:, :2, :2]


def direction(theta, phi=0.0):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


def spin_orbit(Lmat):
    return sum(np.kron(Lmat[a], sigma[a] / 2) for a in range(3))


def coupling_part(Lmat, xi, X, n):
    n_sigma = np.tensordot(n, sigma, axes=1)
    return (xi * spin_orbit(Lmat)
            - X / 2 * np.kron(np.eye(Lmat.shape[1]), n_sigma))


def total_energy(levels, Lmat, xi, X, n, electrons):
    H = np.kron(np.diag(levels), np.eye(2)) + coupling_part(Lmat, xi, X, n)
    return np.linalg.eigvalsh(H)[:electrons].sum()


along_z, along_x = direction(0.0), direction(np.pi / 2)


def anisotropy(levels, Lmat, xi, X, electrons):
    return (total_energy(levels, Lmat, xi, X, along_x, electrons)
            - total_energy(levels, Lmat, xi, X, along_z, electrons))


# ---------- single pairs: explicit spinors and 2x2 diagonalization
def pair_states(n, same_spin):
    spinors = np.linalg.eigh(np.tensordot(n, sigma, axes=1))[1]
    up, down = spinors[:, 1], spinors[:, 0]
    occupied = np.kron([1, 0], up)
    empty = np.kron([0, 1], up if same_spin else down)
    return np.array([occupied, empty]).T


def squared_element(n, same_spin):
    states = pair_states(n, same_spin)
    return abs(states[:, 0].conj() @ spin_orbit(L_pair) @ states[:, 1])**2


def pair_shift(n, same_spin, xi, gap):
    states = pair_states(n, same_spin)
    H = np.diag([0.0, gap]) + xi * (states.conj().T @ spin_orbit(L_pair)
                                    @ states)
    return np.linalg.eigvalsh(H)[0]


for theta, phi in [(0.0, 0.0), (0.4, 1.1), (1.0, 2.7), (np.pi / 2, 0.6)]:
    n = direction(theta, phi)
    for same_spin, law in [(True, np.cos(theta)**2),
                           (False, np.sin(theta)**2)]:
        assert abs(squared_element(n, same_spin) - law) < 1e-12
        # fourth-order remainder is of relative size (xi/gap)^2 = 1e-4
        shift = pair_shift(n, same_spin, 0.01, 1.0)
        assert abs(shift + 1e-4 * law) < 2e-8

# ---------- example parameters (rough, iron-like surface layer)
xi, Delta, X = 0.05, 1.0, 2.5
cell_nm, temperature, Ms = 0.287, 300.0, 1.7e6
pair_levels = np.array([0.0, Delta])


def K_axis(xi):
    return xi**2 * (1 / Delta - 1 / (Delta + X))


def K_plane(xi):
    return -xi**2 * (1 / (X + Delta) + 1 / (X - Delta))


small = 0.005
for electrons, law in [(1, K_axis), (2, K_plane), (3, K_axis)]:
    exact = anisotropy(pair_levels, L_pair, small, X, electrons)
    assert abs(exact / law(small) - 1) < 1e-3
tilted = direction(0.7, 1.3)
rise = (total_energy(pair_levels, L_pair, small, X, tilted, 3)
        - total_energy(pair_levels, L_pair, small, X, along_z, 3))
assert abs(rise / (K_axis(small) * np.sin(0.7)**2) - 1) < 1e-3

K_exact = anisotropy(pair_levels, L_pair, xi, X, 3)
K_plane_exact = anisotropy(pair_levels, L_pair, xi, X, 2)
K_degenerate = anisotropy(np.zeros(2), L_pair, xi, X, 3)
assert abs(K_degenerate / xi - 1) < 0.05   # linear in xi, not quadratic

# ---------- all five d orbitals: 5 majority electrons, 1 minority in xy
d_levels = np.array([0.0, Delta, 0.6, 0.6, 0.8])


def second_order_five(xi, n):
    """General pair sum; returns same-spin and opposite-spin parts."""
    same = opposite = 0.0
    for u in range(1, 5):
        along = abs(np.tensordot(n, L[:, 0, u], axes=1))**2
        same -= xi**2 * along / 4 / (d_levels[u] - d_levels[0])
        for o in range(5):
            vec = L[:, o, u]
            perpendicular = np.sum(abs(vec)**2) - abs(n @ vec)**2
            gap = X + d_levels[u] - d_levels[o]
            opposite -= xi**2 * perpendicular / 4 / gap
    return np.array([same, opposite])


five_parts = second_order_five(xi, along_x) - second_order_five(xi, along_z)
# averaging over the sign of xi removes the third-order term
five_small = (anisotropy(d_levels, L, small, X, 6)
              + anisotropy(d_levels, L, -small, X, 6)) / 2
assert abs(five_small / (five_parts.sum() * (small / xi)**2) - 1) < 2e-3
K_five = anisotropy(d_levels, L, xi, X, 6)

# ---------- square lattice: dispersion and electronic temperature
kT = const.k * temperature / const.e
V_sigma, V_pi = -0.6, 0.3          # rough nearest-neighbour d-d hoppings
hop_xy, hop_x2 = V_pi, 0.75 * V_sigma


def lattice_levels(scale, points):
    k = (np.arange(points) + 0.5) * np.pi / points
    c = (np.cos(k)[:, None] + np.cos(k)[None, :]).ravel()
    return np.stack([2 * scale * hop_xy * c,
                     Delta + 2 * scale * hop_x2 * c], axis=1)


def free_energy(levels, n, electrons=3):
    H = (np.repeat(levels, 2, axis=1)[:, :, None] * np.eye(4)
         + coupling_part(L_pair, xi, X, n))
    e = np.linalg.eigvalsh(H)

    def excess(mu):
        return expit((mu - e) / kT).sum() / len(e) - electrons

    mu = brentq(excess, -10, 10, xtol=1e-12)
    omega = -kT * np.logaddexp(0, (mu - e) / kT).sum() / len(e)
    return omega + mu * electrons


def K_lattice(scale, points):
    levels = lattice_levels(scale, points)
    return free_energy(levels, along_x) - free_energy(levels, along_z)


assert abs(K_lattice(0.0, 4) - K_exact) < 1e-6
narrow = 0.25
K_narrow = K_lattice(narrow, 100)
narrow_levels = lattice_levels(narrow, 100)
gap_k = narrow_levels[:, 1] - narrow_levels[:, 0]
K_narrow_sum = np.mean(xi**2 / gap_k - xi**2 / (gap_k + X))
assert gap_k.min() > 0
assert abs(K_narrow / K_narrow_sum - 1) < 0.05   # higher orders and heat
K_wide = K_lattice(1.0, 150)
assert abs(K_wide - K_lattice(1.0, 100)) < 1e-5
wide_levels = lattice_levels(1.0, 150)
gap_wide = wide_levels[:, 1] - wide_levels[:, 0]

# ---------- magnetostatic energy per atom, continuum thin film, bcc volume
volume = (cell_nm * 1e-9)**3 / 2
shape = const.mu_0 * Ms**2 / 2 * volume / const.e
to_mJ_m2 = const.e / (cell_nm * 1e-9)**2 * 1e3


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("ORBITAL ELEMENTS (units of hbar)")
for axis, letter in enumerate("xyz"):
    value = L[axis, 0, 1]
    print(f"Im <xy|L_{letter}|x2-y2>: {value.imag + 0.0:.3f}")
print("SQUARED ELEMENTS OF L.S (hbar^4)")
for degrees in (0, 45, 90):
    n = direction(np.radians(degrees))
    print(f"theta {degrees} deg: same spin {squared_element(n, True):.3f},"
          f" opposite spin {squared_element(n, False):.3f}")
print("INPUTS (rough, iron-like surface layer)")
show("spin-orbit energy xi", xi, "eV")
show("splitting Delta", Delta, "eV")
show("exchange splitting X", X, "eV")
show("square cell edge", cell_nm, "nm")
show("temperature", temperature, "K", 0)
show("thermal energy kT", kT * 1e3, "meV", 2)
print("PAIR MODEL, minority xy occupied (K > 0: easy z)")
show("same-spin part of K", xi**2 / Delta * 1e3, "meV/atom")
show("opposite-spin gap", Delta + X, "eV")
show("opposite-spin part of K", -xi**2 / (Delta + X) * 1e3, "meV/atom")
show("net K, second order", K_axis(xi) * 1e3, "meV/atom")
show("net K, second order", K_axis(xi) * to_mJ_m2, "mJ/m2", 2)
show("net K, diagonalization", K_exact * 1e3, "meV/atom")
print("PAIR MODEL, minority pair empty")
show("smaller opposite-spin gap", X - Delta, "eV")
show("K, second order", K_plane(xi) * 1e3, "meV/atom")
show("K, diagonalization", K_plane_exact * 1e3, "meV/atom")
print("DEGENERATE LIMIT Delta = 0, minority pair half filled")
show("K, diagonalization", K_degenerate * 1e3, "meV/atom", 2)
print("NEGLECTED: OTHER d ORBITALS (6 electrons)")
print("levels in eV:", ", ".join(f"{a} {b:.1f}"
                                 for a, b in zip(names, d_levels)))
show("same-spin part of K", five_parts[0] * 1e3, "meV/atom")
show("opposite-spin part of K", five_parts[1] * 1e3, "meV/atom")
show("K, second order", five_parts.sum() * 1e3, "meV/atom")
show("K, diagonalization", K_five * 1e3, "meV/atom")
print("NEGLECTED: BANDS AND HEAT (two-orbital square lattice)")
show("full hopping xy-xy", hop_xy, "eV")
show("full hopping x2-y2 to x2-y2", hop_x2, "eV")
show("narrow bands, hopping factor", narrow, "", 2)
show("narrow bands, smallest vertical gap", gap_k.min(), "eV")
show("narrow bands, K from averaged formula", K_narrow_sum * 1e3, "meV/atom")
show("narrow bands, K from free energy", K_narrow * 1e3, "meV/atom")
show("full hopping, lowest x2-y2 minus xy", gap_wide.min(), "eV")
show("full hopping, highest x2-y2 minus xy", gap_wide.max(), "eV")
show("full hopping, K from free energy", K_wide * 1e3, "meV/atom")
print("NEGLECTED: SHAPE ENERGY (favors the plane)")
show("magnetization", Ms / 1e6, "MA/m", 2)
show("shape energy", shape * 1e3, "meV/atom")
show("pair-model K / shape energy per atom", K_axis(xi) / shape, "", 1)
print("every check passed")
```

Printed output:

```
ORBITAL ELEMENTS (units of hbar)
Im <xy|L_x|x2-y2>: 0.000
Im <xy|L_y|x2-y2>: 0.000
Im <xy|L_z|x2-y2>: 2.000
SQUARED ELEMENTS OF L.S (hbar^4)
theta 0 deg: same spin 1.000, opposite spin 0.000
theta 45 deg: same spin 0.500, opposite spin 0.500
theta 90 deg: same spin 0.000, opposite spin 1.000
INPUTS (rough, iron-like surface layer)
spin-orbit energy xi: 0.050 eV
splitting Delta: 1.000 eV
exchange splitting X: 2.500 eV
square cell edge: 0.287 nm
temperature: 300 K
thermal energy kT: 25.85 meV
PAIR MODEL, minority xy occupied (K > 0: easy z)
same-spin part of K: 2.500 meV/atom
opposite-spin gap: 3.500 eV
opposite-spin part of K: -0.714 meV/atom
net K, second order: 1.786 meV/atom
net K, second order: 3.47 mJ/m2
net K, diagonalization: 1.780 meV/atom
PAIR MODEL, minority pair empty
smaller opposite-spin gap: 1.500 eV
K, second order: -2.381 meV/atom
K, diagonalization: -2.379 meV/atom
DEGENERATE LIMIT Delta = 0, minority pair half filled
K, diagonalization: 49.00 meV/atom
NEGLECTED: OTHER d ORBITALS (6 electrons)
levels in eV: xy 0.0, x2-y2 1.0, xz 0.6, yz 0.6, z2 0.8
same-spin part of K: 1.458 meV/atom
opposite-spin part of K: 1.010 meV/atom
K, second order: 2.468 meV/atom
K, diagonalization: 2.426 meV/atom
NEGLECTED: BANDS AND HEAT (two-orbital square lattice)
full hopping xy-xy: 0.300 eV
full hopping x2-y2 to x2-y2: -0.450 eV
narrow bands, hopping factor: 0.25
narrow bands, smallest vertical gap: 0.250 eV
narrow bands, K from averaged formula: 2.319 meV/atom
narrow bands, K from free energy: 2.292 meV/atom
full hopping, lowest x2-y2 minus xy: -2.000 eV
full hopping, highest x2-y2 minus xy: 4.000 eV
full hopping, K from free energy: 2.821 meV/atom
NEGLECTED: SHAPE ENERGY (favors the plane)
magnetization: 1.70 MA/m
shape energy: 0.134 meV/atom
pair-model K / shape energy per atom: 13.3
every check passed
```
